# Exchange enhancement and the frequency of conduction-electron spin resonance: test program

```python
"""
Result under test: for H = H0 + w_L*S_z with spin-independent H0 (Coulomb
repulsion included), uniform spin resonance lies exactly at w_L, although
exchange enhances the polarization and the mean-field spin splitting.
With spin-orbit hopping the g value departs from the free-spin value and
depends on the repulsion.
Symbols: w_L Zeeman energy, U on-site repulsion, I contact repulsion of a gas,
N density of states per spin, theta spin rotation per hop,
w_j share of the doublet's spin on site j. Energies in eV, hbar = 1.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit

SITES = 5
HOP = 1.0
SITE_ENERGY = np.array([0.0, 0.3, -0.2, 0.1, -0.3])
W_L = 0.001
KT = 0.25
U_EXACT = 4.0
U_MEAN = 1.0
G_FREE = abs(const.physical_constants["electron g factor"][0])
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
SPIN_ONE = [np.kron(np.eye(SITES), s / 2) for s in SIGMA]


def pair_operators(n_electrons):
    """Matrices of c^dagger_p c_q between determinants; p = 2*site + spin."""
    size = 2 * SITES
    states = [sum(1 << p for p in occ)
              for occ in combinations(range(size), n_electrons)]
    index = {state: k for k, state in enumerate(states)}
    ops = np.zeros((size, size, len(states), len(states)))
    for col, state in enumerate(states):
        for q in range(size):
            if not (state >> q) & 1:
                continue
            removed = state ^ (1 << q)
            sign_q = bin(state & ((1 << q) - 1)).count("1")
            for p in range(size):
                if (removed >> p) & 1:
                    continue
                sign_p = bin(removed & ((1 << p) - 1)).count("1")
                row = index[removed | (1 << p)]
                ops[p, q, row, col] = (-1) ** (sign_q + sign_p)
    return ops


def many_body(one_body, ops):
    return np.tensordot(one_body, ops, axes=2)


def chain_one_body(theta=0.0):
    h = np.kron(np.diag(SITE_ENERGY), np.eye(2)).astype(complex)
    turn = expm(-0.5j * theta * SIGMA[1])
    for j in range(SITES - 1):
        a, b = slice(2 * j, 2 * j + 2), slice(2 * j + 2, 2 * j + 4)
        h[b, a] = -HOP * turn
        h[a, b] = -HOP * turn.conj().T
    return h


def repulsion(ops):
    return sum(ops[2*j, 2*j] @ ops[2*j+1, 2*j+1] for j in range(SITES))


def resonance(h0, spin):
    """Line positions, net line weight and thermal S_z in the field."""
    energy, vec = np.linalg.eigh(h0 + W_L * spin[2])
    prob = np.exp(-(energy - energy[0]) / KT)
    prob /= prob.sum()
    raising = vec.conj().T @ (spin[0] + 1j * spin[1]) @ vec
    strength = abs(raising) ** 2
    frequency = energy[:, None] - energy[None, :]
    net_weight = np.sum((prob[None, :] - prob[:, None]) * strength)
    sz_diag = np.real(np.sum(vec.conj() * (spin[2] @ vec), axis=0))
    return frequency[strength > 1e-12], net_weight, prob @ sz_diag


# Electron gas: full polarization equation against the linear Stoner formula
k_fermi = 1.0
contact = 90.0
kin = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
e_fermi = kin * k_fermi**2
density = k_fermi**3 / (3 * np.pi**2)
dos = k_fermi / (4 * np.pi**2 * kin)


def splitting(zeta):
    down = (3 * np.pi**2 * density * (1 + zeta)) ** (2 / 3)
    up = (3 * np.pi**2 * density * (1 - zeta)) ** (2 / 3)
    return kin * (down - up)


zeta = brentq(lambda z: splitting(z) - W_L - contact * density * z,
              1e-8, 0.1, xtol=1e-15)
gas_split = splitting(zeta)
stoner = 1 / (1 - contact * dos)
assert abs(gas_split / W_L / stoner - 1) < 1e-4
gas_enhancement = density * zeta / (dos * W_L)
assert abs(gas_enhancement / stoner - 1) < 1e-4

# Exact resonance of the interacting chain
ops4 = pair_operators(4)
spin4 = [many_body(s, ops4) for s in SPIN_ONE]
hop4, rep4 = many_body(chain_one_body(), ops4), repulsion(ops4)
exact = {}
for u in (0.0, U_EXACT):
    lines, weight, sz = resonance(hop4 + u * rep4, spin4)
    assert np.max(abs(lines - W_L)) < 1e-10
    assert abs(weight / (-2 * sz) - 1) < 1e-8
    exact[u] = (lines.min(), lines.max(), weight, sz)
exact_ratio = exact[U_EXACT][3] / exact[0.0][3]
assert exact_ratio > 1.2

# General spin-independent Hamiltonian, with exchange integrals
rng = np.random.default_rng(3)
raw = rng.normal(size=(SITES, SITES)) + 1j * rng.normal(size=(SITES, SITES))
general = many_body(np.kron(raw + raw.conj().T, np.eye(2)), ops4)
for _ in range(4):
    factor = rng.normal(size=(SITES, SITES))
    factor = (factor + factor.T) / 2
    charge = many_body(np.kron(factor, np.eye(2)), ops4)
    self_part = many_body(np.kron(factor @ factor, np.eye(2)), ops4)
    general = general + 0.5 * (charge @ charge - self_part)
commutator = max(np.max(abs(general @ s - s @ general)) for s in spin4)
assert commutator < 1e-10
general_lines = resonance(general, spin4)[0]
general_error = np.max(abs(general_lines - W_L))
assert general_error < 1e-10


# Time-dependent mean field: exchange field follows the spins or is frozen
def mean_hamiltonian(rho):
    h = chain_one_body() + W_L * SPIN_ONE[2]
    for j in range(SITES):
        s = slice(2 * j, 2 * j + 2)
        block = rho[s, s]
        h[s, s] += U_MEAN * (np.trace(block) * np.eye(2) - block)
    return h


def thermal_density(h, number):
    energy, vec = np.linalg.eigh(h)
    mu = brentq(lambda x: expit((x - energy) / KT).sum() - number,
                -30, 30, xtol=1e-14)
    return (vec * expit((mu - energy) / KT)) @ vec.conj().T


rho_eq = np.eye(2 * SITES, dtype=complex) * 4 / (2 * SITES)
for _ in range(2000):
    new = thermal_density(mean_hamiltonian(rho_eq), 4)
    change = np.max(abs(new - rho_eq))
    rho_eq = 0.5 * (rho_eq + new)
    if change < 1e-12:
        break
assert change < 1e-11
h_eq = mean_hamiltonian(rho_eq)
tilt = np.kron(np.eye(SITES), expm(-0.5j * 0.3 * SIGMA[1]))
rho_tilted = tilt @ rho_eq @ tilt.conj().T


def precession_rate(follow, duration, steps):
    def slope(r):
        h = mean_hamiltonian(r) if follow else h_eq
        return -1j * (h @ r - r @ h)

    raising = SPIN_ONE[0] + 1j * SPIN_ONE[1]
    rho, dt = rho_tilted.copy(), duration / steps
    start = np.trace(raising @ rho)
    for _ in range(steps):
        a = slope(rho)
        b = slope(rho + dt * a / 2)
        c = slope(rho + dt * b / 2)
        d = slope(rho + dt * c)
        rho = rho + dt * (a + 2 * b + 2 * c + d) / 6
    return np.angle(np.trace(raising @ rho) / start) / duration


rate_follow = precession_rate(True, 20.0, 400)
rate_frozen = precession_rate(False, 0.02, 4)
occupation = np.real(np.diag(rho_eq))
moment = occupation[1::2] - occupation[0::2]
frozen_formula = W_L + U_MEAN * np.sum(moment**2) / np.sum(moment)
assert abs(rate_follow / W_L - 1) < 1e-7
assert abs(rate_frozen / frozen_formula - 1) < 1e-3
assert rate_frozen > 1.05 * W_L

# Spin-orbit hopping: g values of the three-electron ground doublet
ops3 = pair_operators(3)
spin3 = [many_body(s, ops3) for s in SPIN_ONE]
rep3 = repulsion(ops3)


def doublet_g(u, theta):
    h = many_body(chain_one_body(theta), ops3) + u * rep3
    energy, vec = np.linalg.eigh(h)
    assert energy[1] - energy[0] < 1e-9 and energy[2] - energy[1] > 1e-3
    pair = vec[:, :2]
    small = [pair.conj().T @ s @ pair for s in spin3]
    metric = np.array([[2 * np.trace(a @ b).real for b in small]
                       for a in small])
    return G_FREE * np.sqrt(np.linalg.eigvalsh(metric))


def spin_weights(u):
    h = many_body(chain_one_body(), ops3) + u * rep3 - 1e-3 * spin3[2]
    state = np.linalg.eigh(h)[1][:, 0]
    return np.array([np.vdot(state, (ops3[2*j, 2*j] - ops3[2*j+1, 2*j+1])
                             @ state).real for j in range(SITES)])


THETA = 0.3
position = np.arange(SITES)
g_result = {}
for u in (0.0, U_EXACT):
    w = spin_weights(u)
    assert abs(w.sum() - 1) < 1e-9
    assert np.allclose(doublet_g(u, 0.0), G_FREE, atol=1e-8)
    g = doublet_g(u, THETA)
    predicted = G_FREE * abs(np.sum(w * np.exp(1j * THETA * position)))
    assert np.allclose(g, [predicted, predicted, G_FREE], atol=1e-7)
    variance = w @ position**2 - (w @ position) ** 2
    small_shift = G_FREE - doublet_g(u, 0.05)[0]
    assert abs(small_shift / (G_FREE * 0.05**2 * variance / 2) - 1) < 0.02
    g_result[u] = (w, variance, g, predicted)
assert abs(g_result[0.0][2][0] - g_result[U_EXACT][2][0]) > 0.01

print(f"Zeeman energy w_L: {W_L:.6f} eV")
print(f"w_L as frequency: {W_L * const.e / const.h / 1e9:.2f} GHz")
print(f"free-electron g: {G_FREE:.6f}")
print("-- electron gas, contact repulsion --")
print(f"k_F: {k_fermi:.3f} 1/angstrom; Fermi energy: {e_fermi:.4f} eV")
print(f"density: {density:.6f} 1/angstrom^3")
print(f"N per spin: {dos:.6e} 1/(eV angstrom^3)")
print(f"I: {contact:.1f} eV angstrom^3; I*N: {contact * dos:.5f}")
print(f"Stoner factor 1/(1-I*N): {stoner:.5f}")
print(f"polarization enhancement, solved: {gas_enhancement:.5f}")
print(f"n_down - n_up: {density * zeta:.6e} 1/angstrom^3")
print(f"spin splitting, solved: {gas_split:.7f} eV")
print(f"exchange part of splitting: {contact * density * zeta:.7f} eV")
print("-- exact chain, 5 sites, 4 electrons --")
print(f"hopping: {HOP:.2f} eV; kT: {KT:.2f} eV")
print("site energies (eV):", " ".join(f"{x:.1f}" for x in SITE_ENERGY))
for u, (low, high, weight, sz) in exact.items():
    print(f"U={u:.1f} eV: lines from {low:.9f} to {high:.9f} eV")
    print(f"U={u:.1f} eV: <S_z>={sz:.6e}, net weight={weight:.6e}")
print(f"polarization ratio, U={U_EXACT:.1f} to U=0: {exact_ratio:.4f}")
print(f"general Coulomb: largest line error {general_error:.1e} eV")
print("-- mean-field chain, 4 electrons, tilt 0.3 rad --")
print(f"U in mean field: {U_MEAN:.2f} eV")
print("n_down - n_up by site:", " ".join(f"{x:.3e}" for x in moment))
print(f"precession, field follows: {rate_follow:.9f} eV")
print(f"initial precession, field frozen: {rate_frozen:.9f} eV")
print(f"frozen-field formula: {frozen_formula:.9f} eV")
print("-- spin-orbit chain, 3 electrons --")
print(f"theta per hop: {THETA:.2f} rad")
for u, (w, variance, g, predicted) in g_result.items():
    print(f"U={u:.1f} eV: w_j =", " ".join(f"{x:.4f}" for x in w))
    print(f"U={u:.1f} eV: variance of j = {variance:.4f}")
    print(f"U={u:.1f} eV: g_perp={g[0]:.6f}, g_parallel={g[2]:.6f}")
    print(f"U={u:.1f} eV: g_perp from weights={predicted:.6f}")
    print(f"U={u:.1f} eV: g_perp resonance={W_L * g[0] / G_FREE:.7f} eV")
print("OK")
```

Running it gives:

```
Zeeman energy w_L: 0.001000 eV
w_L as frequency: 241.80 GHz
free-electron g: 2.002319
-- electron gas, contact repulsion --
k_F: 1.000 1/angstrom; Fermi energy: 3.8100 eV
density: 0.033774 1/angstrom^3
N per spin: 6.648403e-03 1/(eV angstrom^3)
I: 90.0 eV angstrom^3; I*N: 0.59836
Stoner factor 1/(1-I*N): 2.48977
polarization enhancement, solved: 2.48977
n_down - n_up: 1.655298e-05 1/angstrom^3
spin splitting, solved: 0.0024898 eV
exchange part of splitting: 0.0014898 eV
-- exact chain, 5 sites, 4 electrons --
hopping: 1.00 eV; kT: 0.25 eV
site energies (eV): 0.0 0.3 -0.2 0.1 -0.3
U=0.0 eV: lines from 0.001000000 to 0.001000000 eV
U=0.0 eV: <S_z>=-2.662830e-04, net weight=5.325660e-04
U=4.0 eV: lines from 0.001000000 to 0.001000000 eV
U=4.0 eV: <S_z>=-1.170991e-03, net weight=2.341982e-03
polarization ratio, U=4.0 to U=0: 4.3975
general Coulomb: largest line error 4.0e-14 eV
-- mean-field chain, 4 electrons, tilt 0.3 rad --
U in mean field: 1.00 eV
n_down - n_up by site: 5.434e-04 1.342e-04 2.670e-04 6.076e-05 5.560e-04
precession, field follows: 0.001000000 eV
initial precession, field frozen: 0.001446647 eV
frozen-field formula: 0.001446660 eV
-- spin-orbit chain, 3 electrons --
theta per hop: 0.30 rad
U=0.0 eV: w_j = 0.2564 0.2513 0.0197 0.1524 0.3202
U=0.0 eV: variance of j = 2.7093
U=0.0 eV: g_perp=1.764612, g_parallel=2.002319
U=0.0 eV: g_perp from weights=1.764612
U=0.0 eV: g_perp resonance=0.0008813 eV
U=4.0 eV: w_j = 0.3816 0.2187 -0.1364 0.1278 0.4083
U=4.0 eV: variance of j = 3.5049
U=4.0 eV: g_perp=1.695219, g_parallel=2.002319
U=4.0 eV: g_perp from weights=1.695219
U=4.0 eV: g_perp resonance=0.0008466 eV
OK
```
